\section*{Helicity Structure and Double Longitudinal Asymmetry of Massless Bhabha Scattering}

\section*{Setting and conventions}

Consider elastic electron-positron scattering,
\[
e^-(p_1,h_1)+e^+(p_2,h_2)\to e^-(p_3,h_3)+e^+(p_4,h_4),
\]
at lowest order in QED and in the centre-of-mass frame. Each $h_i=\pm1$ is twice the physical helicity, so it refers to the spin of the particle along its own momentum. The electron mass is neglected, which requires $s\gg m^2$, and only photon exchange is kept, which requires $\sqrt s$ far below the $Z$ mass and away from vector-meson resonances. Units are $\hbar=c_{\rm light}=1$, and $e^2=4\pi\alpha$. With $\theta$ the scattering angle of the electron and $c=\cos\theta$,
\begin{align*}
s&=(p_1+p_2)^2=2p_1\!\cdot p_2=2p_3\!\cdot p_4,\\
t&=(p_1-p_3)^2=-2p_1\!\cdot p_3=-2p_2\!\cdot p_4=-\tfrac{s}{2}(1-c),\\
u&=(p_1-p_4)^2=-2p_1\!\cdot p_4=-2p_2\!\cdot p_3=-\tfrac{s}{2}(1+c),
\end{align*}
so that $s+t+u=0$. The metric is $(+,-,-,-)$ and the Dirac matrices are in the chiral representation,
\[
\gamma^\mu=\begin{pmatrix}0&\sigma^\mu\\ \bar\sigma^\mu&0\end{pmatrix},\qquad
\sigma^\mu=(1,\boldsymbol\sigma),\quad \bar\sigma^\mu=(1,-\boldsymbol\sigma).
\]
The upper two components of a spinor are called left and the lower two right. Spinors are normalized to $u^\dagger u=v^\dagger v=2E$.

\section*{(a) The two graphs and their relative sign}

\textbf{Question.} Write the tree amplitude and determine the relative sign of its two terms.

\textbf{Solution.} The photon either passes between the electron and the positron, with momentum squared $t$, or is created by annihilation of the pair, with momentum squared $s$. The corresponding spinor factors are
\[
T=(\bar u_3\gamma^\mu u_1)(\bar v_2\gamma_\mu v_4),\qquad
S=(\bar v_2\gamma^\mu u_1)(\bar u_3\gamma_\mu v_4).
\]
Two vertices $ie\gamma^\mu$ and a propagator $-ig_{\mu\nu}/q^2$ give $(ie)^2(-i)=ie^2$ in both graphs. The relative sign comes from the field operators. The parts of the field that matter are
\[
\psi\ni a_1u_1+b_4^\dagger v_4,\qquad \bar\psi\ni a_3^\dagger\bar u_3+b_2\bar v_2,
\]
where $a$ and $b$ remove electrons and positrons. All four modes are distinct, so all four operators anticommute. In the exchange term, $b_4^\dagger$ passes two operators:
\[
a_3^\dagger a_1\,b_2b_4^\dagger=+a_3^\dagger b_4^\dagger a_1b_2 .
\]
In the annihilation term, the pair $a_3^\dagger b_4^\dagger$ passes $b_2a_1$ without a sign, and one further interchange is needed to reach the same order:
\[
b_2a_1\,a_3^\dagger b_4^\dagger=a_3^\dagger b_4^\dagger b_2a_1=-a_3^\dagger b_4^\dagger a_1b_2 .
\]
Hence, up to an overall phase,
\begin{equation}
M=e^2\left[\frac{T}{t}-\frac{S}{s}\right].
\label{amp}
\end{equation}

\section*{(b) Which helicities can scatter}

\textbf{Question.} How many of the 16 helicity amplitudes are nonzero, and which graphs feed each of them?

\textbf{Solution.} For a massless spinor $w$ of momentum $\mathbf p=E\mathbf n$, the equation $p_\mu\gamma^\mu w=0$ separates into
\[
(1+\boldsymbol\sigma\!\cdot\mathbf n)\,w_L=0,\qquad (1-\boldsymbol\sigma\!\cdot\mathbf n)\,w_R=0 .
\]
The left part therefore has $\boldsymbol\sigma\cdot\mathbf n=-1$ and the right part has $+1$. An electron with $h=+1$ is right, and one with $h=-1$ is left. A positron spinor is the charge conjugate $v=-i\gamma^2u^*$, and $\gamma^2$ interchanges upper and lower components. A positron with $h=+1$ thus has a left spinor $v$, and one with $h=-1$ has a right spinor.

Since $\gamma^0\gamma^\mu=\mathrm{diag}(\bar\sigma^\mu,\sigma^\mu)$, a current splits as
\[
\bar w\gamma^\mu w'=w_L^\dagger\bar\sigma^\mu w'_L+w_R^\dagger\sigma^\mu w'_R .
\]
Both spinors in a current must have the same chirality. This gives one rule for each graph:
\begin{itemize}
\item Exchange joins $u_1$ to $u_3$ and $v_2$ to $v_4$, so it requires $h_3=h_1$ and $h_4=h_2$.
\item Annihilation joins $u_1$ to $v_2$ and $u_3$ to $v_4$, so it requires $h_2=-h_1$ and $h_4=-h_3$.
\end{itemize}
Each rule admits four amplitudes, and two of them, $(+-)\to(+-)$ and $(-+)\to(-+)$, satisfy both. The number of nonzero amplitudes is $4+4-2=6$. They form three pairs, and the members of a pair differ by reversal of all helicities.

\section*{(c) Two-component identities}

\textbf{Question.} Find the contractions of two chiral currents and the squared moduli of the spinor products they produce.

\textbf{Solution.} Any $2\times2$ matrix can be expanded as $X=\tfrac12[\mathrm{tr}X+\boldsymbol\sigma\cdot\mathrm{tr}(\boldsymbol\sigma X)]$. Comparing the coefficients of $X_{dc}$ on both sides gives
\[
\boldsymbol\sigma_{ab}\cdot\boldsymbol\sigma_{cd}=2\delta_{ad}\delta_{bc}-\delta_{ab}\delta_{cd}.
\]
With the antisymmetric symbol $\epsilon_{12}=1$, which obeys $\epsilon_{ac}\epsilon_{bd}=\delta_{ab}\delta_{cd}-\delta_{ad}\delta_{bc}$, it follows that
\begin{align}
\bar\sigma^\mu_{ab}\bar\sigma_{\mu\,cd}&=\delta_{ab}\delta_{cd}-\boldsymbol\sigma_{ab}\cdot\boldsymbol\sigma_{cd}=2\epsilon_{ac}\epsilon_{bd},\label{ll}\\
\bar\sigma^\mu_{ab}\sigma_{\mu\,cd}&=\delta_{ab}\delta_{cd}+\boldsymbol\sigma_{ab}\cdot\boldsymbol\sigma_{cd}=2\delta_{ad}\delta_{bc}.\label{lr}
\end{align}

Let $l_i$ and $r_i$ be the left and right two-component spinors of momentum $p_i$, each with squared norm $2E_i$. Then $l_il_i^\dagger=2E_i(1-\boldsymbol\sigma\cdot\mathbf n_i)/2$ and $r_ir_i^\dagger=2E_i(1+\boldsymbol\sigma\cdot\mathbf n_i)/2$. A trace gives
\[
|r_i^\dagger l_j|^2=4E_iE_j\,\frac{1-\mathbf n_i\!\cdot\mathbf n_j}{2}=2p_i\!\cdot p_j .
\]
For any two-component vectors, $|a^T\epsilon b|^2=|a|^2|b|^2-|a^\dagger b|^2$. Therefore
\[
|l_i^T\epsilon\, l_j|^2=4E_iE_j\left[1-\frac{1+\mathbf n_i\!\cdot\mathbf n_j}{2}\right]=2p_i\!\cdot p_j .
\]
Interchanging left and right leaves all these moduli unchanged. The two amplitudes in each pair of part (b) therefore have equal modulus, and one member of each pair is enough.

\section*{(d) The three helicity classes}

\textbf{Question.} Compute $|M|^2$ for each class.

\textbf{Solution.} \emph{Equal incoming helicities, $(--)\to(--)$.} The electron spinors are left and the positron spinors right. Annihilation is absent, and \eqref{lr} gives
\[
T=(l_3^\dagger\bar\sigma^\mu l_1)(r_2^\dagger\sigma_\mu r_4)=2(l_3^\dagger r_4)(r_2^\dagger l_1),
\]
so $|T|^2=4(2p_3\!\cdot p_4)(2p_1\!\cdot p_2)=4s^2$ and
\begin{equation}
|M|^2=4e^4\,\frac{s^2}{t^2}.
\label{m1}
\end{equation}

\emph{Opposite helicities, both reversed, $(-+)\to(+-)$.} Here $u_1,v_2$ are left and $u_3,v_4$ right. Exchange is absent, and
\[
S=(l_2^\dagger\bar\sigma^\mu l_1)(r_3^\dagger\sigma_\mu r_4)=2(l_2^\dagger r_4)(r_3^\dagger l_1),
\]
so $|S|^2=4(2p_2\!\cdot p_4)(2p_1\!\cdot p_3)=4t^2$ and
\begin{equation}
|M|^2=4e^4\,\frac{t^2}{s^2}.
\label{m2}
\end{equation}

\emph{Opposite helicities, both retained, $(-+)\to(-+)$.} All four spinors are left and both graphs contribute. Identity \eqref{ll} gives
\begin{align*}
T&=(l_3^\dagger\bar\sigma^\mu l_1)(l_2^\dagger\bar\sigma_\mu l_4)=2(l_3^\dagger\epsilon\, l_2^*)(l_1^T\epsilon\, l_4),\\
S&=(l_2^\dagger\bar\sigma^\mu l_1)(l_3^\dagger\bar\sigma_\mu l_4)=2(l_2^\dagger\epsilon\, l_3^*)(l_1^T\epsilon\, l_4)=-T .
\end{align*}
The last equality is the antisymmetry of $\epsilon$. This minus sign cancels the one in \eqref{amp}:
\[
M=e^2T\left(\frac1t+\frac1s\right)=e^2T\,\frac{s+t}{st}=-e^2T\,\frac{u}{st}.
\]
With $|T|^2=4(2p_2\!\cdot p_3)(2p_1\!\cdot p_4)=4u^2$,
\begin{equation}
|M|^2=4e^4\,\frac{u^4}{s^2t^2}.
\label{m3}
\end{equation}

The ratio of the annihilation part to the exchange part is $(1/s)/(1/t)=t/s=-(1-c)/2$. It is negative for $0<\theta<\pi$, so the interference is destructive. It runs from 0 in the forward direction towards $-1$ in the backward direction. There each graph vanishes by itself in proportion to $u$, and the cancellation between them makes the sum vanish as $u^2$.

Angular momentum explains the zeros. With opposite helicities the incoming spins are parallel, and the total spin projection on the beam axis is $\pm1$. Reversing both helicities is then impossible at $\theta=0$, where \eqref{m2} vanishes. Retaining both is impossible at $\theta=\pi$, where \eqref{m3} vanishes.

\section*{(e) The unpolarized cross section}

\textbf{Question.} Average over incoming helicities, sum over outgoing ones, and find $d\sigma_0/d\Omega$ as a function of angle.

\textbf{Solution.} Each class contains two amplitudes, and there are four incoming helicity states. The average is
\begin{equation}
\frac14\sum|M|^2=2e^4F,\qquad F=\frac{s^2}{t^2}+\frac{t^2}{s^2}+\frac{u^4}{s^2t^2}.
\label{F}
\end{equation}
The last term can be expanded with $-u/(st)=1/s+1/t$:
\[
\frac{u^4}{s^2t^2}=u^2\left(\frac1s+\frac1t\right)^2=\frac{u^2}{s^2}+\frac{u^2}{t^2}+\frac{2u^2}{st}.
\]
The three pieces are annihilation, exchange and their interference. In \eqref{F} they are collected into one square because they belong to one final helicity state.

To express $F$ through the angle, put it over a common denominator, $F=(s^4+t^4+u^4)/(s^2t^2)$. The odd powers of $c$ cancel in
\begin{equation}
t^4+u^4=\frac{s^4}{16}\left[(1-c)^4+(1+c)^4\right]=\frac{s^4}{8}(1+6c^2+c^4).
\label{tu}
\end{equation}
Hence $s^4+t^4+u^4=s^4(9+6c^2+c^4)/8=s^4(3+c^2)^2/8$. Since $s^2t^2=s^4(1-c)^2/4$,
\[
F=\frac{(3+c^2)^2}{2(1-c)^2}.
\]

The flux factor for massless beams is $2s$. After the momentum delta function is used, the phase space per unit solid angle, with $p=|\mathbf p_3|$, is
\[
\frac{1}{(2\pi)^2}\int\frac{p^2\,dp}{(2p)^2}\,\delta(\sqrt s-2p)=\frac{1}{16\pi^2}\cdot\frac12=\frac1{32\pi^2}.
\]
Therefore
\begin{equation}
\frac{d\sigma_0}{d\Omega}=\frac{2e^4F}{64\pi^2s}=\frac{\alpha^2}{2s}F=\frac{\alpha^2}{4s}\left(\frac{3+c^2}{1-c}\right)^2 .
\label{cs}
\end{equation}
At small angles $3+c^2\to4$ and $1-c\to\theta^2/2$, so the cross section tends to $16\alpha^2/(s\theta^4)$. This is the Coulomb peak, and the total cross section diverges at this order.

\section*{(f) The double longitudinal asymmetry}

\textbf{Question.} Let $\sigma_{h_1h_2}$ denote the differential cross section for given incoming helicities, summed over outgoing ones. Find
\[
A_{LL}=\frac{\sigma_{++}+\sigma_{--}-\sigma_{+-}-\sigma_{-+}}{\sigma_{++}+\sigma_{--}+\sigma_{+-}+\sigma_{-+}}
\]
as a function of angle, and locate its maximum.

\textbf{Solution.} Equal helicities supply \eqref{m1}, and opposite helicities supply \eqref{m2} and \eqref{m3}. The latter two add without interference because their final states differ. Multiplying numerator and denominator by $s^2t^2$ and using \eqref{tu},
\begin{align}
A_{LL}&=\frac{s^4-t^4-u^4}{s^4+t^4+u^4}=\frac{8-(1+6c^2+c^4)}{8+(1+6c^2+c^4)}\nonumber\\
&=\frac{7-6c^2-c^4}{(3+c^2)^2}=\frac{(1-c^2)(7+c^2)}{(3+c^2)^2}.
\label{all}
\end{align}
Because $7-6c^2-c^4=16-(3+c^2)^2$, this is also
\[
A_{LL}=\frac{16}{(3+c^2)^2}-1 .
\]
The second form decreases steadily as $c^2$ grows from 0 to 1. The asymmetry is symmetric about $90^\circ$, has its single maximum $7/9$ there, and tends to zero at both ends. Near $\theta=0$ it behaves as $\tfrac12\sin^2\theta$.

The two zeros have different origins. As $\theta\to0$, the terms $s^2/t^2$ and $u^4/(s^2t^2)$ both grow and their ratio tends to one, so the Coulomb peak does not distinguish the helicities. As $\theta\to\pi$, the retained-helicity term vanishes while $s^2/t^2$ and $t^2/s^2$ both tend to one, so pure exchange balances pure annihilation.

The sign depends on the spin convention. The beams move in opposite directions, so equal helicities mean antiparallel spins. If both spins are referred to one fixed axis, the asymmetry of parallel minus antiparallel spins is $-A_{LL}$.

\section*{(g) Partly polarized beams}

\textbf{Question.} The beams have longitudinal polarizations $P_-$ and $P_+$, each the fraction with positive helicity minus the fraction with negative helicity. Find the cross section.

\textbf{Solution.} A beam with purely longitudinal polarization is a mixture of helicity states with probabilities $(1+hP)/2$. By the equality of moduli in part (c), $\sigma_{++}=\sigma_{--}$ and $\sigma_{+-}=\sigma_{-+}$. Both cases are contained in $\sigma_{h_1h_2}=\sigma_0(1+h_1h_2A_{LL})$, where $\sigma_0$ stands for $d\sigma_0/d\Omega$. Thus
\[
\frac{d\sigma}{d\Omega}=\frac{\sigma_0}{4}\sum_{h_1,h_2}(1+h_1P_-)(1+h_2P_+)(1+h_1h_2A_{LL}).
\]
Terms odd in $h_1$ or in $h_2$ sum to zero. The survivors are $1$ and $h_1^2h_2^2P_-P_+A_{LL}$, each occurring four times:
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{d\sigma_0}{d\Omega}\left(1+P_-P_+A_{LL}\right).
\label{pol}
\end{equation}
Polarizing one beam alone changes nothing, which reflects parity conservation. Reversing $P_+$ at fixed $P_-$ gives a measured asymmetry $P_-P_+A_{LL}$.

\section*{(h) Numbers at 3 GeV and the range of validity}

\textbf{Question.} Evaluate the results at $\sqrt s=3.0$ GeV, with $P_-=0.80$ and $P_+=\pm0.60$ at $90^\circ$, and estimate the neglected mass effect.

\textbf{Solution.} The conversion factor is $(\hbar c)^2=389379.4\ \mathrm{GeV^2\,nb}$ and $1/\alpha=137.036$. At $90^\circ$, \eqref{cs} gives
\[
\frac{d\sigma_0}{d\Omega}=\frac{389379.4}{(137.036)^2\times4\times9.0}\times9\ \mathrm{nb/sr}=5.18\ \mathrm{nb/sr}.
\]
The terms of $F$ and the asymmetry at five angles are as follows.

\begin{center}
\begin{tabular}{rrrrrr}
$\theta$ & $s^2/t^2$ & $t^2/s^2$ & $u^4/(s^2t^2)$ & nb/sr & $A_{LL}$\\
$30^\circ$ & 222.851 & 0.004 & 168.875 & 451.25 & 0.138\\
$60^\circ$ & 16.000 & 0.063 & 5.063 & 24.33 & 0.515\\
$90^\circ$ & 4.000 & 0.250 & 0.250 & 5.18 & 0.778\\
$120^\circ$ & 1.778 & 0.563 & 0.007 & 2.70 & 0.515\\
$150^\circ$ & 1.149 & 0.871 & 0.000 & 2.33 & 0.138
\end{tabular}
\end{center}

The asymmetries at $60^\circ$ and $120^\circ$ agree although the cross sections differ by a factor of nine. At $60^\circ$ the main competitor of $s^2/t^2$ is the retained-helicity term, and at $120^\circ$ it is annihilation with both helicities reversed.

At $90^\circ$ the exchange and annihilation parts of the retained-helicity amplitude, in units of $2e^2$, are $1.0$ and $-0.5$. Their sum is $0.5$, and its square is the $0.25$ in the table. Without interference this entry would be $1.0^2+0.5^2=1.25$, and the asymmetry would fall to $(4-0.25-1.25)/(4+0.25+1.25)=0.45$. Destructive interference thus accounts for much of the large value at this angle. Equal helicities scatter with $5.184\times1.778=9.22$ nb/sr and opposite ones with $5.184\times0.222=1.15$ nb/sr, a ratio of $4/(0.25+0.25)=8$.

For the partly polarized beams, the measured asymmetry is $0.80\times0.60\times0.778=0.373$. The cross section is $7.12$ nb/sr for $P_+=+0.60$ and $3.25$ nb/sr for $P_+=-0.60$.

A mass permits chirality to change along a line, with an amplitude suppressed by $m/\sqrt s$. A single change leads to a helicity combination that is absent in the massless limit, so it enters the rates as a square, of order $m^2/s$. Two changes give amplitudes of order $m^2/s$, which can interfere with the massless ones and so contribute to the rates at the same order. The mass also enters the kinematics at this order: $t=-\tfrac12(s-4m^2)(1-c)$, which raises the exchange amplitude relative to the annihilation amplitude by a factor $1+4m^2/s$. Near $\theta=\pi$, where the two rates balance, this shifts $A_{LL}$ by $4m^2/s$, and it accounts for the largest shift below, which occurs at the backward end of the range. Tree amplitudes with massive spinors confirm the scaling. Between $2^\circ$ and $178^\circ$ the largest absolute shift of $A_{LL}$ is $4.0\times10^{-4}$ for $m/\sqrt s=0.010$ and $1.0\times10^{-4}$ for $0.005$. For the electron at 3 GeV, where $m^2/s=2.9\times10^{-8}$, it is $1.2\times10^{-7}$. The massless formula fails when $\sqrt s$ is no longer large compared with $m$. Even for $\sqrt s\gg m$, its relative error is large very close to $\theta=\pi$, where the massless $A_{LL}$ vanishes but a small shift of order $m^2/s$ remains.

Other omissions matter more here. With a rough $Z$ mass of 91 GeV, $s/M_Z^2$ is about $10^{-3}$, which indicates the size of $Z$ exchange without computing it. A larger effect comes from the $J/\psi$, only $0.1$ GeV above the chosen energy. With $M\approx3.097$ GeV and $\Gamma_{ee}\approx5.5$ keV it changes the annihilation amplitude by the fraction $3\Gamma_{ee}s/[\alpha M(s-M^2)]\approx-0.011$, which moves $A_{LL}$ by about $0.01$ at $120^\circ$ to $150^\circ$. Electron and muon vacuum polarization raises the cross section by roughly 3\%. Loop corrections and photon radiation are also left out, so the quoted digits describe the tree-level QED result and not a prediction of that precision for experiment. The full values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
sqrt(s) = 3.0 GeV, s = 9.0 GeV^2
1/alpha = 137.036
(hbar c)^2 = 389379.4 GeV^2 nb
Fermi sign, annihilation/exchange = -1
nonzero helicity amplitudes = 6 of 16
Terms of F (dimensionless), from the amplitudes:
theta/deg   s2/t2      t2/s2      u4/(s2t2)  F
   30   222.85125     0.00449   168.87498   391.73072
   60    16.00000     0.06250     5.06250    21.12500
   90     4.00000     0.25000     0.25000     4.50000
  120     1.77778     0.56250     0.00694     2.34722
  150     1.14875     0.87051     0.00002     2.01928
theta/deg  dsigma0/dOmega (nb/sr)  A_LL
   30      451.2516     0.13778
   60       24.3348     0.51479
   90        5.1837     0.77778
  120        2.7039     0.51479
  150        2.3261     0.13778
At 90 deg, helicities retained, M/(2e^2), common phase removed:
  exchange graph = 1.0000
  annihilation graph = -0.5000
  sum = 0.5000
90 deg, equal helicities: 9.2155 nb/sr
90 deg, opposite helicities: 1.1519 nb/sr
ratio equal/opposite at 90 deg = 8.0000
maximum A_LL = 0.777778 at 90 deg
7/9 = 0.777778
P- = 0.80, P+ = 0.60, product = 0.48
asymmetry seen with these beams at 90 deg = 0.3733
90 deg, P+ = +0.60: 7.1190 nb/sr
90 deg, P+ = -0.60: 3.2485 nb/sr
electron m^2/s = 2.90e-08
mass test, m/sqrt(s) = 0.010: max shift of A_LL = 4.000e-04
mass test, m/sqrt(s) = 0.005: max shift of A_LL = 9.999e-05
ratio of shifts = 4.001
electron mass: max shift of A_LL = 1.2e-07
scan range = 2 to 178 deg
s/M_Z^2 with rough M_Z = 91 GeV: 1.1e-03
\end{verbatim}
